# Why the Classical Hydrogen Isotope Ratio Ignores Barrier Height and Curvature

**Question.** A hydrogen atom hops between sites in a rigid lattice. Replace it by deuterium, idealized as having twice the mass. Why does classical harmonic theory make hydrogen faster by exactly $\sqrt2$, whatever the height of the barrier and the curvatures of the potential?

**Answer.**

## The mechanism: same odds, different speed

The two isotopes have the same nuclear charge. When the electrons follow the nuclei adiabatically, both atoms therefore move in the same potential energy $V(\mathbf r)$. In a rigid lattice this is a fixed landscape, with a well, a saddle of height $E$ above it, and another well beyond.

A hop requires two things: the atom must be at the saddle, and it must be moving outward. In classical equilibrium the joint probability of position and velocity is proportional to

$$
\exp\!\left[-\frac{V(\mathbf r)}{k_BT}\right]\exp\!\left[-\frac{m v^2}{2k_BT}\right].
$$

The position factor contains no mass. At a given temperature deuterium is found at the saddle just as often as hydrogen. The height and curvatures govern how rare that event is, but they do so equally for both isotopes. The mass enters through the speed with which the atom leaves, and thermal speed varies as $m^{-1/2}$.

Three assumptions make this an account of the hop rate. The atom is in thermal equilibrium in its well. Each outward crossing of the saddle plane counts as one hop. The heat exchange that maintains equilibrium is too weak to disturb the atom during a crossing.

## From the mechanism to the rate

Let $x$ be the direction of descent at the saddle, and let $S$ be the plane through the saddle perpendicular to it. The hop rate $\Gamma$ through this saddle is the outward equilibrium flux through $S$ divided by the population of the well. The probability factorizes, so

$$
\Gamma=\langle v_+\rangle\,
\frac{\int_S e^{-V/k_BT}\,dS}{\int_{\rm well}e^{-V/k_BT}\,d^3r}.
$$

Here $\langle v_+\rangle$ is the average of $v_x$ with inward velocities counted as zero:

$$
\langle v_+\rangle=
\frac{\int_0^\infty v\,e^{-mv^2/2k_BT}dv}
{\int_{-\infty}^{\infty}e^{-mv^2/2k_BT}dv}
=\frac{k_BT/m}{\sqrt{2\pi k_BT/m}}
=\sqrt{\frac{k_BT}{2\pi m}} .
$$

The remaining quotient is purely geometric and thermal. The ratio of rates for masses $m$ and $2m$ is already $\sqrt2$, before any harmonic approximation.

The harmonic approximation evaluates that quotient. Near the minimum, in principal coordinates $q_i$, write $V=\tfrac12\sum_{i=1}^3 k_iq_i^2$. Within the saddle plane, write $V=E+\tfrac12(\kappa_2s_2^2+\kappa_3s_3^2)$. A Gaussian integral over one coordinate of curvature $k$ gives $\sqrt{2\pi k_BT/k}$, hence

$$
\int_{\rm well}e^{-V/k_BT}d^3r=
\frac{(2\pi k_BT)^{3/2}}{\sqrt{k_1k_2k_3}},\qquad
\int_Se^{-V/k_BT}dS=
\frac{2\pi k_BT}{\sqrt{\kappa_2\kappa_3}}e^{-E/k_BT}.
$$

Their quotient has a factor $(2\pi k_BT)^{-1/2}$. Multiplication by $\langle v_+\rangle$ gives

$$
\sqrt{\frac{k_BT}{2\pi m}}\frac1{\sqrt{2\pi k_BT}}
=\frac1{2\pi\sqrt m},
$$

and therefore

$$
\Gamma=\frac1{2\pi}
\sqrt{\frac{k_1k_2k_3}{m\,\kappa_2\kappa_3}}\;e^{-E/k_BT},
\qquad
\frac{\Gamma(m)}{\Gamma(2m)}=\sqrt2 .
$$

The same result can be read as a count of vibrations. With $\nu_i=\sqrt{k_i/m}/2\pi$ in the well and $\nu_j^*=\sqrt{\kappa_j/m}/2\pi$ for the stable saddle modes,

$$
\Gamma=\frac{\nu_1\nu_2\nu_3}{\nu_2^*\nu_3^*}e^{-E/k_BT}.
$$

Three factors of $m^{-1/2}$ stand above two. One remains, because the saddle has one stable vibration fewer than the well.

## Why anharmonicity does not spoil the ratio

Newton's equation gives a stronger reason. Let $\mathbf r(t)$ solve $m\ddot{\mathbf r}=-\nabla V(\mathbf r)$, and define a slowed copy $\mathbf R(t)=\mathbf r(t/\sqrt2)$. Two time derivatives bring a factor $1/2$, so

$$
2m\,\ddot{\mathbf R}(t)=m\,\ddot{\mathbf r}(t/\sqrt2)
=-\nabla V(\mathbf R(t)).
$$

The slowed copy is a legitimate path of the heavier atom. Its initial velocity is smaller by $\sqrt2$, which leaves the kinetic energy unchanged, since $\tfrac12(2m)(v/\sqrt2)^2=\tfrac12mv^2$. The thermal ensemble of one isotope thus maps onto that of the other at the same temperature. If a light atom crosses the saddle and immediately returns, its heavy partner does the same, later by a factor $\sqrt2$. Recrossing can change both rates but not their ratio, as long as the motion during the event is conservative.

Disorder does not change the ratio either, provided the hops are independent. The probabilities $p_i$ of occupying sites $i$ obey

$$
\frac{dp_i}{dt}=\sum_j(\Gamma_{ji}p_j-\Gamma_{ij}p_i),
$$

where $\Gamma_{ij}$ is the rate from $i$ to $j$. If doubling the mass divides every $\Gamma_{ij}$ by $\sqrt2$, then $p_i(t/\sqrt2)$ solves the new equations. Spreading through a network with many different barriers is slowed by the same factor.

Strong drag is a different limit. If the surroundings exert a force $-\zeta\mathbf v$ large enough for inertia to be negligible, the motion follows $\zeta\dot{\mathbf r}=-\nabla V+\text{random force}$. Mass has disappeared from this equation. If $\zeta$ is the same for both isotopes, their rates become equal. The $\sqrt2$ belongs to inertial crossing from a well that stays in thermal equilibrium. Very weak drag breaks the second condition: the supply of energy then limits escape. Energy is exchanged at a rate proportional to $\zeta/m$, so for equal $\zeta$ the ratio of escape rates approaches 2. The ratio of diffusion coefficients does not follow it: an escaped atom then flies over many barriers before it is trapped, and for motion along a one-dimensional periodic path that ratio approaches 1.

## What a moving lattice does

Now let neighbouring atoms move, still classically and harmonically. Let $K_w$ and $K_s$ be the matrices of second derivatives at well and saddle, and $M$ the diagonal matrix of masses. The squared angular frequencies are the eigenvalues of $M^{-1/2}KM^{-1/2}$, whose product is $\det K/\det M$. At the saddle one eigenvalue is negative, $-\omega_\ddagger^2$. The product of the stable ones is consequently $|\det K_s|/(\omega_\ddagger^2\det M)$, and

$$
\Gamma=\frac1{2\pi}
\sqrt{\frac{\det K_w/\det M}{|\det K_s|/(\omega_\ddagger^2\det M)}}\;e^{-E/k_BT}
=\frac{\omega_\ddagger}{2\pi}
\sqrt{\frac{\det K_w}{|\det K_s|}}\;e^{-E/k_BT}.
$$

The isotope ratio is now the ratio of the two values of $\omega_\ddagger$. The lowest eigenvalue obeys a variational principle, which gives

$$
\omega_\ddagger^2=\max_{\mathbf u}
\frac{-\mathbf u^TK_s\mathbf u}{\mathbf u^TM\mathbf u}.
$$

Doubling only the hydrogen mass raises the denominator by a factor between 1 and 2 for every displacement $\mathbf u$. Hence $\omega_\ddagger^2$ falls by a factor between 1 and 2, and

$$
1\le\frac{\Gamma_{\rm H}}{\Gamma_{2\rm H}}\le\sqrt2 .
$$

The rigid lattice gives the upper limit, because there the hydrogen carries all the moving mass. The more the heavy neighbours take part in the unstable motion, the less the hydrogen mass matters.

## Numbers for a hop in an oxide

Consider a model of neutral atomic hydrogen moving between voids in the silica layer on silicon. Take $E=0.30$ eV, hop length $a=0.40$ nm and $T=300$ K. With $s=\sin^2(\pi x/a)$, energies in eV and lengths in nm, let

$$
V=0.30\,s+\tfrac12(30+70s)y^2+\tfrac12(40+110s)z^2 .
$$

The transverse curvatures rise from 30 and 40 eV/nm² in the well to 100 and 150 eV/nm² in the bottleneck. Along the path, expansion of the sine gives $k_1=2\pi^2E/a^2=37.0$ eV/nm².

The hydrogen frequencies are 9.474, 8.529 and 9.849 THz in the well, and 15.572 and 19.072 THz for the stable saddle modes. The prefactor is

$$
\frac{9.474\times8.529\times9.849}{15.572\times19.072}\ \text{THz}=2.680\ \text{THz}.
$$

For the doubled mass every frequency is smaller by $\sqrt2$, and the same quotient is 1.895 THz. Both are multiplied by $e^{-E/k_BT}=9.125\times10^{-6}$:

$$
\Gamma_{\rm H}=2.45\times10^7\ \text{s}^{-1},\qquad
\Gamma_{2\rm H}=1.73\times10^7\ \text{s}^{-1},\qquad
\frac{\Gamma_{\rm H}}{\Gamma_{2\rm H}}=1.4142 .
$$

These are rates in one direction. A diffusion coefficient needs one more assumption: the atom loses its excess energy in each well before it can cross again. The rigid potential alone does not ensure this, since an atom that keeps its energy can run on over the next saddle; in this model about 70% of hydrogen atoms leaving a saddle at 300 K cross the next one within 0.3 ps. With this assumption, independent hops occur at total rate $2\Gamma$ along the line, so the mean square displacement is $2\Gamma a^2t$. Setting it equal to $2Dt$ gives $D=\Gamma a^2$, which is $3.9\times10^{-8}$ cm²/s for hydrogen and $2.8\times10^{-8}$ cm²/s for the doubled mass. A real deuterium atom has 1.9985 times the mass of hydrogen, so its classical ratio is 1.4137. These diffusion coefficients are idealized: energy loss within each well and undisturbed crossing are hard to satisfy together at this barrier. For the one-dimensional sine potential at 300 K with a drag $\zeta$ equal for both isotopes, the ratio of diffusion coefficients reaches only about 1.3, at $\zeta/m$ of a few tenths of the hydrogen angular frequency in the well, and falls toward 1 at both weaker and stronger drag.

The harmonic rates themselves are approximate. Evaluating the full position integrals raises both by about 7% relative to the harmonic values at 300 K. The leading correction explains the sign. Near the minimum $\langle s\rangle\simeq k_BT/2E$, and the growing transverse stiffness changes the well integral by the fraction

$$
-\tfrac12\left(\tfrac{70}{30}+\tfrac{110}{40}\right)\frac{k_BT}{2E}
=-1.27\,\frac{k_BT}{E}.
$$

The flattening of the sine contributes $+0.25\,k_BT/E$. The well therefore holds less weight than its harmonic estimate, and the rate is higher. The leading estimate is about $1.02\,k_BT/E=8.8\%$ at 300 K, and higher orders reduce it to the computed value of about 7%. The isotope ratio stays at 1.4142.

A direct simulation of the motion tests the flux argument. Two independently drawn thermal ensembles of 100,000 atoms were followed for 0.2 ps at 1160 K, where crossings are frequent. The crossing rates in one direction were $0.159\pm0.003$ ps⁻¹ for hydrogen and $0.110\pm0.002$ ps⁻¹ for the doubled mass. Their ratio, $1.45\pm0.04$ with one standard error, agrees with $\sqrt2$. Every crossing was counted, so this checks the equilibrium flux, not the assumption that each crossing is an independent hop.

## Where the classical answer fails

The vibrations are not classical at room temperature. For the stiffest hydrogen mode at the saddle, $u=\hbar\omega/k_BT$ is about 3, whereas classical mechanics needs $u\ll1$. A classical oscillator has partition function $1/u$, while its quantum levels give

$$
\sum_{n=0}^{\infty}e^{-(n+1/2)u}=\frac1{2\sinh(u/2)} .
$$

Each well mode therefore multiplies the rate by $\sinh(u/2)/(u/2)$, and each stable saddle mode divides it by the same function of its own $u$. Zero-point energy in the well helps the atom out; zero-point energy in the bottleneck holds it back.

Tunnelling acts along the path. An inverted parabola transmits an atom of energy $\varepsilon$ with the known probability $[1+e^{-2\pi(\varepsilon-E)/\hbar\omega_\ddagger}]^{-1}$. Put $y=(\varepsilon-E)/k_BT$ and $u_\ddagger=\hbar\omega_\ddagger/k_BT$. Relative to classical transmission, the thermal average is

$$
\int_{-\infty}^{\infty}\frac{e^{-y}\,dy}{1+e^{-2\pi y/u_\ddagger}}
=\frac{u_\ddagger/2}{\sin(u_\ddagger/2)},\qquad u_\ddagger<2\pi .
$$

This uses the integral $\int_{-\infty}^{\infty}e^{-pt}/(1+e^{-t})\,dt=\pi/\sin\pi p$ for $0<p<1$, with $t=2\pi y/u_\ddagger$ and $p=u_\ddagger/2\pi$.

At 300 K the vibration and tunnelling factors are 0.7144 and 1.1025 for hydrogen, and 0.8387 and 1.0495 for the doubled mass. Thus

$$
\frac{\Gamma_{\rm H}}{\Gamma_{2\rm H}}\simeq
1.4142\,\frac{0.7144\times1.1025}{0.8387\times1.0495}\simeq1.27 .
$$

Hydrogen tunnels more, but it also pays more zero-point energy in the narrow bottleneck, and here the second effect wins. In the same estimate, with harmonic levels and a parabolic barrier, the ratio recovers to 1.32 at 400 K, 1.37 at 600 K and 1.40 at 1000 K.

Which effect wins at high temperature follows from expanding all factors for small $u$. Both $\ln[\sinh(u/2)/(u/2)]$ and $\ln[(u/2)/\sin(u/2)]$ begin with $u^2/24$, and $u^2=\hbar^2k/m(k_BT)^2$ for a mode of curvature magnitude $k$. With $\kappa_1$ the magnitude of the negative saddle curvature,

$$
\Delta\ln\Gamma\simeq\frac{\hbar^2}{24m(k_BT)^2}
\left[(k_1+k_2+k_3)-(\kappa_2+\kappa_3-\kappa_1)\right].
$$

The bracket is $\nabla^2V$ at the well minus $\nabla^2V$ at the saddle. In the example it is $107-213=-106$ eV/nm². Its negative sign slows hydrogen more than the heavier atom, so the ratio falls below $\sqrt2$. If the bottleneck is as open as the well, with transverse curvatures of 30 and 40 eV/nm², the bracket becomes $107-33=+74$ eV/nm². With barrier, hop length and temperature held fixed, the computed ratio at 300 K is then 1.56. Curvature, which cancels classically, decides the direction of this leading quantum correction. At lower temperatures higher-order terms matter too, and the sign of the bracket no longer settles the direction. The parabolic tunnelling factor diverges as $u_\ddagger$ approaches $2\pi$, which the lighter atom reaches first on cooling; near that point the parabolic estimate itself fails.

The barrier, hop length and curvatures here are round illustrative choices, not fitted to silica. Lattice motion matters little in one simple estimate: an oxygen atom that carries the hydrogen potential and is held by a spring of 1000 eV/nm² lowers the classical ratio to 1.410; softer springs of 300 and 100 eV/nm² give 1.400 and 1.387. The larger failure is the classical treatment of the hydrogen's own motion: the quantum corrections for vibration and tunnelling together move the ratio from 1.41 to about 1.27 at 300 K in the tight-bottleneck model. That estimate omits anharmonic quantum levels and the coupling of tunnelling to transverse motion. Exact levels of the well, together with the first-order effect of the transverse modes on the barrier curvature, shift it to about 1.29, the 400 K value to 1.34 and the open-bottleneck value to 1.55, so the second decimal of these ratios is uncertain while the direction of the effect is unchanged. Trapping, molecule formation and the breaking of silicon–hydrogen bonds are further processes in devices, and the free-hopping ratio should not be assigned to them without a separate calculation. The remaining values are in the numerical output below.

## Computed results

```
Barrier: 0.30 eV; hop length: 0.40 nm
Temperature: 300 K; kT: 0.02585 eV
Well curvature along path: 37.011 eV/nm^2
Well transverse curvatures: [30. 40.] eV/nm^2
Saddle transverse curvatures: [100. 150.] eV/nm^2
Hydrogen atom mass: 1.673533e-27 kg
Real D/H mass ratio: 1.998464
H well frequencies: [9.474 8.529 9.849] THz
H stable saddle frequencies: [15.572 19.072] THz
H rate prefactor: 2.6796 THz
H hop rate, one direction: 2.4451e+07 1/s
H diffusion coefficient: 3.9121e-08 cm^2/s
mass 2H well frequencies: [6.699 6.031 6.964] THz
mass 2H stable saddle frequencies: [11.011 13.486] THz
mass 2H rate prefactor: 1.8948 THz
mass 2H hop rate, one direction: 1.7289e+07 1/s
mass 2H diffusion coefficient: 2.7663e-08 cm^2/s
Boltzmann factor: 9.1248e-06
Classical ratio, mass doubled: 1.414214
Classical ratio, real deuterium: 1.413670
Random curvatures, largest ratio error: 3.6e-15
Full/harmonic classical rate at 300 K: 1.0715
Full/harmonic classical rate at 30 K: 1.0086
Full classical isotope ratio at 300 K: 1.414214
Dynamics temperature: 1160.5 K
Dynamics H rate: 0.1594 +/- 0.0031 1/ps
Flux-integral H rate: 0.1582 1/ps
Dynamics mass-2H rate: 0.1101 +/- 0.0023 1/ps
Flux-integral mass-2H rate: 0.1119 1/ps
Dynamics ratio: 1.448 +/- 0.041
Scaled-path end difference: 9.7e-12 nm
Oxygen spring constant: 1000 eV/nm^2
Ratio with mobile oxygen: 1.41037
Random mobile-lattice ratios: 1.002 to 1.412
H vibration factor, 300 K: 0.7144
H parabolic tunnel factor, 300 K: 1.1025
H cosine tunnel factor, 300 K: 1.0995
mass 2H vibration factor, 300 K: 0.8387
mass 2H parabolic tunnel factor, 300 K: 1.0495
mass 2H cosine tunnel factor, 300 K: 1.0482
Quantum-corrected ratio at 300 K: 1.2656
Quantum-corrected ratio at 400 K: 1.3208
Quantum-corrected ratio at 600 K: 1.3691
Quantum-corrected ratio at 1000 K: 1.3972
300 K ratio with cosine tunnelling: 1.2636
300 K quantum ratio, open bottleneck: 1.5564
```
